Charging free energy of an acidic surface and its pH derivative

**1. What goes wrong without the full free energy**

A silica wafer in water near neutral pH loses protons and becomes negative. Suppose its charging free energy is taken to be the work of building the double layer. For the surface worked out in section 8 that work is +0.463 mJ/m² at pH 7, and it rises with pH. A positive cost leaves no reason for the surface to charge at all. The pH derivative fares no better: dividing it by −kT ln10, which should return the number of ionised sites, gives −0.067 per nm², whereas 0.058 per nm² are ionised.

What is missing is the free energy of the sites themselves: their mixing entropy, and the free energy of moving protons from the sites into the solution. The second term is a cost when the pH is below the pK of the sites and a gain when it is above. The surface of section 8 has pK 7.5, so at pH 7 it is the mixing entropy alone that drives the charging. These terms come first here, without any electrostatics. The double layer is then added.

**2. Sites that do not interact**

The surface has Γ sites per area, each either SOH or SO⁻, with intrinsic dissociation constant 10^(−pK). The solution is a reservoir whose proton activity defines the pH. The zero of free energy is the fully protonated, uncharged surface in contact with the same reservoir.

Ionising one site costs the standard free energy kT ln10 pK. The released proton enters the reservoir, where its chemical potential lies kT ln10 pH below the standard value. The net cost is kT ln10 (pK − pH).

If k of M sites are ionised and α = k/M, there are M!/[k!(M−k)!] arrangements. For large M, Stirling's formula turns the logarithm of this number into −M[α ln α + (1−α) ln(1−α)]. The free energy per area is therefore

f(α) = ΓkT [α ln α + (1−α) ln(1−α) + α ln10 (pK − pH)].

Its derivative with respect to α vanishes when

ln[α/(1−α)] = ln10 (pH − pK).

Putting this back replaces the last term of f by −α ln α + α ln(1−α), and the bracket collapses:

α ln α + (1−α) ln(1−α) − α ln α + α ln(1−α) = ln(1−α).

Since 1−α = 1/(1 + 10^(pH−pK)), the equilibrium value is

F = ΓkT ln(1−α) = −ΓkT ln(1 + 10^(pH−pK)),

dF/dpH = −ΓkT ln10 · 10^(pH−pK)/(1 + 10^(pH−pK)) = −kT ln10 Γα.

The slope counts ionised sites. Far below pK it vanishes. Far above pK, F tends to −ΓkT ln10 (pH − pK): every site is ionised, and each gains kT ln10 per pH unit.

**3. The double layer at a prescribed charge**

Now the surface carries a smeared charge density σ. It is flat and isolated, there is no field inside the solid, and the solution (x > 0) is a 1:1 electrolyte of permittivity ε. The bulk density of all cations together, protons included, is n; that of the anions is the same. The potential ψ is zero in the bulk.

The double-layer free energy is the field energy plus the grand potential of ideal ions relative to the bulk:

F_dl = ∫dx { εψ'²/2 + kT Σᵢ [nᵢ ln(nᵢ/n) − nᵢ + n] }.

Poisson's equation is εψ'' = −ρ with ρ = e(n₊ − n₋), and Gauss's law at the wall is σ = −εψ'(0). Change the ion densities and σ slightly. Integration by parts gives

δ∫εψ'²/2 dx = ∫ψ' εδψ' dx = −ψ₀ εδψ'(0) − ∫ψ εδψ'' dx = ψ₀δσ + ∫ψ δρ dx.

The boundary term at infinity vanishes with ψ. The ion terms vary by kT ln(nᵢ/n) δnᵢ, so with zᵢ = ±1

δF_dl = ψ₀δσ + ∫dx Σᵢ [zᵢeψ + kT ln(nᵢ/n)] δnᵢ.

At fixed σ the variations must conserve total charge, which allows the bracket to equal zᵢ times a constant. That constant is zero because ψ → 0 and nᵢ → n in the bulk. With y = eψ/kT the result is the Boltzmann law n± = n exp(∓y). What remains is

dF_dl/dσ = ψ₀, so F_dl = ∫₀^σ ψ₀ dσ'.

Inserting the densities in Poisson's equation gives

y'' = κ² sinh y, κ² = 2ne²/(εkT).

Multiply by y' and integrate from the bulk, where y = y' = 0:

y'²/2 = κ²(cosh y − 1) = 2κ² sinh²(y/2), so y' = −2κ sinh(y/2).

The minus sign makes the potential decay away from the wall. Gauss's law, with εkT/e = 2ne/κ², yields

σ = 2κ(εkT/e) sinh(y₀/2) = (4ne/κ) sinh(y₀/2).

The complementary integral is

G = ∫₀^ψ₀ σ dψ = (4nkT/κ) ∫₀^y₀ sinh(y/2) dy = (8nkT/κ)[cosh(y₀/2) − 1],

and integration by parts gives F_dl = σψ₀ − G. The identity (cosh 2u − 1)/sinh 2u = tanh u puts G in a form that is easy to read:

G = (2kT/e)|σ| tanh(|y₀|/4).

*Limit of small potential.* Here σ → (2ne/κ)y₀ = εκψ₀ and G → εκψ₀²/2, so F_dl → σψ₀/2. This is the energy of a capacitor of capacitance εκ per area, as it should be.

**4. Sites and double layer together**

For an acidic surface σ = −eΓα. At a prescribed α the total is

F(α) = ΓkT [α ln α + (1−α) ln(1−α) + α ln10 (pK − pH)] + F_dl(−eΓα).

The last term contributes (dF_dl/dσ)(dσ/dα) = −eΓψ₀ to the slope:

dF/dα = ΓkT { ln[α/(1−α)] + ln10 (pK − pH) − y₀ }.

At equilibrium, therefore,

ln[α/(1−α)] = ln10 (pH − pK) + y₀.

Since y₀ is negative, the charge already present holds back further ionisation. The slope runs from −∞ at α = 0 to +∞ at α = 1, and the second derivative is positive:

d²F/dα² = ΓkT/[α(1−α)] + e²Γ²/C_d, C_d = dσ/dψ₀ = (2ne²/κkT) cosh(y₀/2).

There is one stationary point, and it is the minimum. Substituting the equilibrium condition collapses the site bracket as in section 2, but leaves an extra +αy₀:

site part = ΓkT ln(1−α) + ΓkT αy₀ = ΓkT ln(1−α) − σψ₀.

Adding F_dl = σψ₀ − G cancels σψ₀, and the charging free energy is

**F = ΓkT ln(1−α) − (8nkT/κ)[cosh(y₀/2) − 1].**

Both terms are negative. The double layer costs work, yet G enters with a minus sign because the site part at equilibrium already contains −σψ₀, which is negative and larger in size than F_dl.

*Limit of strong screening.* Within this model, let n grow at fixed Γ, pK and pH. The charge scale 4ne/κ grows as √n while |σ| cannot exceed eΓ, so y₀ → 0 and G → 0. The result of section 2 returns, but slowly: for the surface of section 8 at 1 M, F is still only 53 % of the section 2 value at pH 7 and 36 % at pH 9, so for dense sites the limit lies beyond any real concentration.

**5. The pH derivative**

Hold T, Γ, pK and n fixed. Write the site term with 1−α = 1/(1 + 10^(pH−pK) e^(y₀)):

F = −ΓkT ln(1 + 10^(pH−pK) e^(y₀)) − G(ψ₀).

Both pieces depend on pH through y₀ as well. Using dG/dψ₀ = σ,

dF/dpH = −ΓkT α (ln10 + dy₀/dpH) − σ dψ₀/dpH.

Since σ = −eΓα and ψ₀ = kTy₀/e, the last term is +ΓkT α dy₀/dpH. It cancels the response of the potential in the first term, leaving

**−(1/(kT ln10)) dF/dpH = Γα.**

The cancellation reflects the minimum: F(α) is stationary, so the shift of α with pH has no first-order effect, and only the explicit pH in the proton-release term counts. The double-layer work alone is not stationary. Its slope is ψ₀ dσ/dpH, which is positive, and this is the failure described in section 1.

Since F → 0 when the surface is fully protonated, the law can be integrated:

F(pH) = −kT ln10 ∫ Γα dpH', from −∞ to pH.

The lower limit is formal, because n includes the protons and cannot stay fixed at very low pH. In practice a site-number curve at fixed n gives F relative to its value at the starting pH, so the curve must start where F itself is negligible. A small α is not enough: for the surface of section 8, α is only 0.0016 at pH 5, but F there is already 8 % of its value at pH 7.

The choice of zero matters. An absolute surface tension also contains the protons bound on the reference surface, a term +ΓkT ln10 pH. Its slope is then +kT ln10 Γ(1−α), which counts bound protons.

**6. Response to pH, and the strongly charged limit**

Differentiate the equilibrium condition, with dψ₀ = −eΓ dα/C_d:

dα/dpH = ln10 / [1/(α(1−α)) + B], B = e²Γ/(kT C_d),

dψ₀/dpH = −(kT ln10/e) · B / [1/(α(1−α)) + B].

The ionised fraction rises with pH, so F is concave in pH. The potential moves by less than the Nernst value kT ln10/e.

*Limit of large potential and few ionised sites.* When α ≪ 1 and e^(|y₀|) ≫ 1, the equilibrium condition becomes α ≈ 10^(pH−pK) e^(−|y₀|), and the charge law becomes Γα ≈ (2n/κ) e^(|y₀|/2). Eliminating the potential gives

α³ ≈ 10^(pH−pK) [2n/(κΓ)]².

The charge grows as 10^(pH/3), and the potential moves by two thirds of the Nernst value. If also tanh(|y₀|/4) → 1, then G → 2kTΓα and F → −3ΓkTα. The pH law agrees: differentiating −3ΓkTα with α ∝ 10^(pH/3) returns −kT ln10 Γα.

**7. When the pH adjustment changes the salt**

Fixed n means that protons are exchanged for other monovalent cations. Adding base to a neutral or alkaline bath raises n instead. At fixed σ, differentiate F_dl = σψ₀ − G(ψ₀, n). The two terms containing ∂ψ₀/∂n cancel, and G ∝ n/κ ∝ √n at fixed ψ₀, so

∂F_dl/∂n = −G/(2n),

dF/dpH = −kT ln10 Γα − (G/2) d ln n/dpH.

For a strong 1:1 base added to salt of concentration c, on the alkaline side, n is proportional to c + c_OH. Then d ln n/dpH = ln10 c_OH/(c + c_OH). With the tanh form of G, the uncorrected law overestimates Γα by the fraction

tanh(|y₀|/4) · c_OH/(c + c_OH).

With 1 mM salt, the parameters below and c_OH = 10^(pH−14) M, this is 0.007 % at pH 7 but 8.7 % at pH 10.

**8. A silica-like wafer in a dilute bath**

Take Γ = 5 nm⁻², pK = 7.5, 1 mM salt, 25 °C and relative permittivity 78.4. The first two are rough values for silica, and the results depend on them: lowering or raising pK by 0.5 changes the site number at pH 7 by +48 % or −34 %. The temperature, salt and permittivity give kT/e = 25.69 mV, kT per nm² = 4.116 mJ/m², n = 6.022×10⁻⁴ nm⁻³ and 1/κ = 9.614 nm. Solving the equilibrium condition together with σ = −eΓα by bracketed root finding gives, at pH 7, y₀ = −3.295 and α = 0.01158. Without electrostatics α would be 0.240, so the double layer suppresses ionisation about twentyfold.

The two parts of the free energy are

ΓkT ln(1−α) = 5 × 4.116 × ln(0.98842) = −0.240 mJ/m²,

G = 8 × 6.022×10⁻⁴ × 9.614 × 4.116 × [cosh(1.648) − 1] = 0.323 mJ/m²,

F = −0.240 − 0.323 = −0.563 mJ/m², or −0.137 kT per nm².

For the derivative, the closed form gives −0.5572190 mJ/m² at pH 6.99 and −0.5681986 mJ/m² at pH 7.01. The quotient is −0.5490 mJ/m² per pH unit, and

Γα = 0.5490/(4.116 × 2.3026) = 0.0579 nm⁻².

The equilibrium condition gives the same: 5 × 0.01158 = 0.0579 nm⁻².

The definition in section 3 offers a route that avoids the closed form. The Poisson-Boltzmann equation was solved by collocation with the charge-regulating wall condition, and the integrals were done by quadrature. The site part is −1.025 mJ/m² and the double-layer part +0.463 mJ/m², again −0.563 mJ/m² in all. The excess of cations over anions in the solution, which must balance the wall, integrates to 0.0579 nm⁻². The slope of this free energy between pH 6.98 and 7.02 gives 0.0579 nm⁻² too.

At other pH values, with n held fixed:

pH | Γα (nm⁻²) | ψ₀ (mV) | F (mJ/m²)
5 | 0.0080 | −17 | −0.044
6 | 0.0247 | −48 | −0.190
7 | 0.0579 | −85 | −0.563
8 | 0.1267 | −123 | −1.398
9 | 0.2713 | −162 | −3.200

At pH 7, 1/(α(1−α)) = 87 and B = 160, so ψ₀ moves by −59.2 × 160/247 = −38.3 mV per pH unit. The strong-charge limit predicts −39.4 mV, and its cube-root law gives α = 0.0119, 3 % above the full value. The estimate F ≈ −3ΓkTα = −0.715 mJ/m² is 27 % too large in size, because tanh(|y₀|/4) is still only 0.68. At this pH the free energy is much further from its limiting form than the charge is. The limit holds only in a window of pH: the potential moves by 0.65 of the Nernst value at pH 7, 0.66 at pH 8 and 0.60 at pH 11, where α is no longer small.

A zeta potential refers to a slip plane away from the wall. From y' = −2κ sinh(y/2), the logarithm of tanh(|y|/4) has slope −κ, so

tanh(y/4) = tanh(y₀/4) e^(−κx).

A slip plane assumed at 0.5 nm has −78 mV, against −85 mV at the wall.

**9. Against a real oxide surface**

The charge at pH 7 is −0.93 μC/cm². The largest correction sized here is the Stern layer, the charge-free gap between the sites and the diffuse ions. A series capacitance C adds σ²/(2C) to the free energy at given charge, and the wall potential becomes ψ₀ = ψ_d + σ/C, with ψ_d at the start of the diffuse layer. The algebra of section 4 then gives

F = ΓkT ln(1−α) − G(ψ_d) − σ²/(2C).

The added term has no explicit pH dependence and F is still stationary in α, so the derivative law survives. The site number itself changes: with an assumed C of 1 F/m² and the same pK, it falls by 11 % at pH 7 and by 32 % at pH 9. The table's site numbers are therefore too large for a surface with such a layer, most of all at high pH. The wall potential is then more negative than in the table, since a smaller α at the same pH requires a more negative y₀. The diffuse-layer potential ψ_d, which a zeta potential reflects, becomes less negative: −79 mV at pH 7 and −143 mV at pH 9. The size of the correction depends on the assumed C; with 2.9 F/m² the site number falls by only 4 % and 15 %.

Finite ion size matters less. The lattice-gas (Bikerman) charge law,

σ² = (2εkT/a³) ln[1 + 4a³n sinh²(y₀/2)],

with hydrated ions of a = 0.7 nm and no Stern layer, lowers the site number by 0.08 % at pH 7 and 1.8 % at pH 9. Ion activity in the bulk, estimated from the Debye-Hückel expression e²κ/(8πεkT ln10), amounts to 0.016 pH units; a pH shift of that size changes the site number by about 1.3 % at pH 7.

The smeared charge is a further idealisation. At pH 7 the ionised sites are about 1/√0.058 ≈ 4 nm apart, well beyond the 0.5 nm slip distance, so the potential there varies along a real surface. The effect of this on α has not been sized. The present result is a mean-field one for a single type of site; a surface with several kinds of site needs one mixing and one proton-release term for each.

Numbers in the example were calculated in double precision.
